# Ziman's Liquid-Metal Resistivity and the Sign of Its Temperature Coefficient: verification in Python

```python
"""Ziman resistivity of a liquid metal and the sign of its temperature slope.

Result under test (Hartree atomic units):
    rho = (12 pi n / kF^2) * integral_0^1 y^3 S(2 kF y) w(2 kF y)^2 dy
n: ion density, Z: valence, kF: Fermi wave number, kF^3 = 3 pi^2 Z n,
S: static structure factor, w: Fourier transform of one screened ion.
Model: Percus-Yevick hard spheres (diameter sigma, packing eta) and
empty-core ions (core radius rc) with Lindhard screening.
Heating shrinks the spheres as sigma ~ T^(-1/12), from an r^-12 repulsion.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

pi = np.pi
ETA0, T0, ALPHA = 0.45, 800.0, 1.0e-4
DIVALENT = (2, 2.3, 1.3)       # valence, electron radius rs, core radius rc
MONOVALENT = (1, 4.0, 1.7)


def gauss01(count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * weight


Y, WY = gauss01(200)
R, WR = gauss01(120)


def structure(x, eta):
    """Percus-Yevick S at x = q*sigma, from the factor function Q."""
    a = (1 + 2 * eta) / (1 - eta)**2
    b = -1.5 * eta / (1 - eta)**2
    factor = 0.5 * a * (R**2 - 1) + b * (R - 1)
    phase = np.exp(1j * np.outer(np.atleast_1d(x), R))
    return 1 / np.abs(1 - 12 * eta * (phase @ (WR * factor)))**2


def lindhard(y):
    return 0.5 + (1 - y**2) / (4 * y) * np.log(np.abs((1 + y) / (1 - y)))


def form_factor(q, Z, kF, rc):
    screening = 4 * kF / pi * lindhard(q / (2 * kF))
    return -4 * pi * Z * np.cos(q * rc) / (q**2 + screening)


def ziman(n, kF, s_values, w_values):
    return 12 * pi * n / kF**2 * np.sum(WY * Y**3 * s_values * w_values**2)


def state(metal, n_ratio=1.0, t_ratio=1.0):
    Z, rs, rc = metal
    n0 = 3 / (4 * pi * rs**3 * Z)
    n = n0 * n_ratio
    kF = (3 * pi**2 * Z * n)**(1 / 3)
    sigma = (6 * ETA0 / (pi * n0))**(1 / 3) * t_ratio**(-1 / 12)
    return n, kF, sigma, pi * n * sigma**3 / 6


def resistivity(metal, n_ratio=1.0, t_ratio=1.0, constant_w=False):
    n, kF, sigma, eta = state(metal, n_ratio, t_ratio)
    q = 2 * kF * Y
    w = np.ones_like(q) if constant_w else form_factor(q, metal[0], kF, metal[2])
    return ziman(n, kF, structure(q * sigma, eta), w)


def log_slope(function, h=1e-3):
    """Derivative of ln(function) with respect to ln(argument) at 1."""
    return np.log(function(np.exp(h)) / function(np.exp(-h))) / (2 * h)


def slope_volume(metal, constant_w=False):
    return log_slope(lambda t: resistivity(metal, 1.0, t, constant_w))


# Prefactor and Born limit: exact phase shifts of a weak spherical step.
def step_resistivity(V, a, k, n):
    K = np.sqrt(k**2 - 2 * V)
    ell = np.arange(13)
    L = K * spherical_jn(ell, K * a, True) / spherical_jn(ell, K * a)
    top = k * spherical_jn(ell, k * a, True) - L * spherical_jn(ell, k * a)
    low = k * spherical_yn(ell, k * a, True) - L * spherical_yn(ell, k * a)
    delta = np.arctan(top / low)
    terms = (ell[:-1] + 1) * np.sin(delta[:-1] - delta[1:])**2
    cross_section = 4 * pi / k**2 * terms.sum()
    return n * k * cross_section / (k**3 / (3 * pi**2))


k_test, a_test, V_test, n_test = 0.8, 2.0, 1e-3, 1e-3
q_test = 2 * k_test * Y
qa = q_test * a_test
w_step = 4 * pi * V_test * (np.sin(qa) - qa * np.cos(qa)) / q_test**3
rho_born = ziman(n_test, k_test, 1.0, w_step)
# Averaging both signs removes the first correction beyond Born.
rho_phase = 0.5 * (step_resistivity(V_test, a_test, k_test, n_test)
                   + step_resistivity(-V_test, a_test, k_test, n_test))
assert abs(rho_born / rho_phase - 1) < 1e-3

# Collision operator acting on k_z for a tilted k, integrated over all k'.
Z, rs, rc = DIVALENT
n, kF, sigma, eta = state(DIVALENT)
n_e = Z * n
rho = resistivity(DIVALENT)
cos_p, weight_p = np.polynomial.legendre.leggauss(120)
phi = 2 * pi * (np.arange(120) + 0.5) / 120
tilt = 1.0
overlap = (np.cos(tilt) * cos_p[:, None]
           + np.sin(tilt) * np.sqrt(1 - cos_p[:, None]**2) * np.cos(phi))
q_ang = kF * np.sqrt(np.maximum(2 * (1 - overlap), 1e-12))
s_ang = structure((q_ang * sigma).ravel(), eta).reshape(q_ang.shape)
loss = 1 - cos_p[:, None] / np.cos(tilt)
kernel = s_ang * form_factor(q_ang, Z, kF, rc)**2 * loss
rate = n * kF / (4 * pi**2) * np.sum(weight_p[:, None] * kernel) * 2 * pi / 120
assert abs(rate / (n_e * rho) - 1) < 1e-5

# Form factor: removed core potential and static response by quadrature.
for q in (0.6, 1.5):
    core = quad(lambda r: 4 * pi * Z * np.sin(q * r) / q, 0, rc)[0]
    bare = -4 * pi * Z / q**2 + core
    integral = quad(lambda k: k * np.log(abs((k + q / 2) / (k - q / 2))),
                    0, kF, points=[q / 2], limit=200)[0]
    response = -integral / (pi**2 * q)
    screened = bare / (1 - 4 * pi / q**2 * response)
    assert abs(screened - form_factor(q, Z, kF, rc)) < 1e-5 * abs(bare)

# Percus-Yevick conditions: h = -1 inside the core, c = 0 outside it.
dx, smear = 0.01, 0.05
x = dx * np.arange(1, 16001)
s_x = structure(x, ETA0)
damp = np.exp(-0.5 * (x * smear)**2)
density = 6 * ETA0 / pi


def to_real_space(f, r):
    return np.sum(x * np.sin(x * r) * f * damp) * dx / (2 * pi**2 * density * r)


assert abs(to_real_space(s_x - 1, 0.5) + 1) < 1e-6
assert abs(to_real_space(1 - 1 / s_x, 1.5)) < 1e-6


# Long-wavelength limit against the compressibility of the equation of state.
def pressure(e):
    return e * (1 + e + e**2) / (1 - e)**3


bulk = (pressure(ETA0 + 1e-5) - pressure(ETA0 - 1e-5)) / 2e-5
s_zero = structure(0.0, ETA0)[0]
assert abs(s_zero * bulk - 1) < 1e-6
assert abs(s_zero - (1 - ETA0)**4 / (1 + 2 * ETA0)**2) < 1e-10

# Position of the main peak and 2kF for each valence.
x_peak = minimize_scalar(lambda v: -structure(v, ETA0)[0],
                         bounds=(6, 8), method="bounded").x
q_peak = x_peak / sigma
ratio = {v: 2 * state((v, 2.0, 1.0))[1] * state((v, 2.0, 1.0))[2] / x_peak
         for v in (1, 2, 3, 4)}
for v in ratio:
    assert abs(ratio[v] * x_peak - 2 * (18 * pi * ETA0 * v)**(1 / 3)) < 1e-9
assert ratio[1] < 1 < ratio[2]


# Where S rises and falls on heating at fixed volume.
def ds_dlnT(q, h=1e-3):
    hot, cold = state(DIVALENT, 1, np.exp(h)), state(DIVALENT, 1, np.exp(-h))
    return (structure(q * hot[2], hot[3])
            - structure(q * cold[2], cold[3])) / (2 * h)


q_grid = np.linspace(0.01, 2 * kF, 2000)
falling = q_grid[ds_dlnT(q_grid) < 0]
q_low, q_high = falling.min(), falling.max()
assert q_low < q_peak < q_high
q_nodes = 2 * kF * Y
weight = WY * Y**3 * form_factor(q_nodes, Z, kF, rc)**2
change = ds_dlnT(q_nodes)
total = np.sum(weight * structure(q_nodes * sigma, eta))
gain = np.sum(weight * np.maximum(change, 0)) / total
drop = np.sum(weight * np.minimum(change, 0)) / total
slope_di, slope_mono = slope_volume(DIVALENT), slope_volume(MONOVALENT)
assert abs(gain + drop - slope_di) < 1e-4
assert slope_di < 0 < slope_mono

# Valence alone: same constant form factor for every metal.
flat = {v: slope_volume((v, 2.0, 1.0), True) for v in (1, 2, 3, 4)}
assert flat[2] < 0 < flat[1]

# Counterexample: a divalent metal with the node of w on the peak.
rc_node = pi / (2 * q_peak)
slope_node = slope_volume((Z, rs, rc_node))
assert slope_node > 0
rc_zero = brentq(lambda c: slope_volume((Z, rs, c)), rc_node, rc)


# Constant pressure: direct heating path against the sum of two parts.
def pressure_slopes(metal):
    direct = log_slope(lambda t: resistivity(
        metal, np.exp(-ALPHA * T0 * (t - 1)), t))
    density_slope = log_slope(lambda m: resistivity(metal, m, 1.0))
    assert abs(direct - slope_volume(metal)
               + ALPHA * T0 * density_slope) < 1e-4
    return density_slope, direct


dens_di, press_di = pressure_slopes(DIVALENT)
dens_mono, press_mono = pressure_slopes(MONOVALENT)
rho_hot = resistivity(DIVALENT, 1.0, 1000 / T0)
assert rho_hot < rho

unit = const.hbar * const.value("Bohr radius") / const.e**2 * 1e8
hot = state(DIVALENT, 1.0, 1000 / T0)
hot_peak = structure(q_peak * hot[2], hot[3])[0]
hot_zero = structure(0.0, hot[3])[0]
rho_mono = resistivity(MONOVALENT)
n_m, kF_m, sigma_m, eta_m = state(MONOVALENT)

print(f"reference: packing {ETA0}, T {T0:.0f} K, expansion {ALPHA:.1e} 1/K")
print(f"divalent: Z {Z}, rs {rs} bohr, rc {rc} bohr")
print(f"monovalent: Z 1, rs {MONOVALENT[1]} bohr, rc {MONOVALENT[2]} bohr")
print(f"weak-step test, Ziman resistivity: {rho_born:.6e} a.u.")
print(f"weak-step test, phase shifts:      {rho_phase:.6e} a.u.")
print(f"divalent ion density: {n:.6f} bohr^-3")
print(f"divalent kF: {kF:.4f} bohr^-1, 2kF: {2*kF:.4f} bohr^-1")
print(f"divalent sphere diameter: {sigma:.4f} bohr")
print(f"S peak: q*sigma {x_peak:.4f}, q {q_peak:.4f} bohr^-1")
print(f"node of w: {pi/(2*rc):.4f} bohr^-1")
print("divalent integrand: q/2kF, S, w (hartree bohr^3), y^3 S w^2 (a.u.)")
for y in (0.25, 0.50, 0.75, 0.90, 0.99):
    s_y = structure(2 * kF * y * sigma, eta)[0]
    w_y = form_factor(2 * kF * y, Z, kF, rc)
    print(f"  {y:.2f}  {s_y:.4f}  {w_y:.4f}  {y**3*s_y*w_y**2:.4f}")
print(f"resistivity unit: {unit:.4f} microohm cm per a.u.")
print(f"divalent resistivity: {rho:.4f} a.u. = {rho*unit:.2f} microohm cm")
print(f"divalent relaxation time: {1/(n_e*rho):.2f} a.u.")
print(f"divalent kF * mean free path: {kF**2/(n_e*rho):.2f}")
print(f"monovalent kF: {kF_m:.4f} bohr^-1")
print(f"monovalent resistivity: {rho_mono:.4f} a.u. = "
      f"{rho_mono*unit:.2f} microohm cm")
print(f"monovalent kF * mean free path: {kF_m**2/(n_m*rho_mono):.2f}")
print(f"packing at 1000 K, fixed volume: {hot[3]:.4f}")
print(f"S(0) at 800 K, 1000 K: {s_zero:.4f}, {hot_zero:.4f}")
print(f"S at 800 K peak position, 800 K, 1000 K: "
      f"{structure(x_peak, ETA0)[0]:.4f}, {hot_peak:.4f}")
print(f"S falls on heating for q from {q_low:.3f} to {q_high:.3f} bohr^-1")
print("valence, 2kF/q_peak, dln(rho)/dln(T) at fixed volume, constant w")
for v in ratio:
    print(f"  {v}  {ratio[v]:.4f}  {flat[v]:+.4f}")
print("dln(rho)/dln(T) at fixed volume, full form factor:")
print(f"  monovalent {slope_mono:+.4f}, divalent {slope_di:+.4f}")
print(f"  divalent parts: rising S {gain:+.4f}, falling S {drop:+.4f}")
print(f"divalent slope at fixed volume: {slope_di/T0*1e4:+.3f} 1e-4/K")
print(f"divalent resistivity at 1000 K, fixed volume: "
      f"{rho_hot*unit:.2f} microohm cm")
print(f"dln(rho)/dln(n) at fixed T: monovalent {dens_mono:+.4f}, "
      f"divalent {dens_di:+.4f}")
print(f"dln(rho)/dln(T) at fixed pressure: monovalent {press_mono:+.4f}, "
      f"divalent {press_di:+.4f}")
print(f"divalent slope at fixed pressure: {press_di/T0*1e4:+.3f} 1e-4/K")
print(f"divalent, node on peak: rc {rc_node:.4f} bohr, "
      f"dln(rho)/dln(T) {slope_node:+.4f}")
print(f"divalent, fixed-volume slope vanishes at rc {rc_zero:.4f} bohr")
print("all assertions hold")
```

Running it gives:

```
reference: packing 0.45, T 800 K, expansion 1.0e-04 1/K
divalent: Z 2, rs 2.3 bohr, rc 1.3 bohr
monovalent: Z 1, rs 4.0 bohr, rc 1.7 bohr
weak-step test, Ziman resistivity: 4.183644e-06 a.u.
weak-step test, phase shifts:      4.183627e-06 a.u.
divalent ion density: 0.009811 bohr^-3
divalent kF: 0.8344 bohr^-1, 2kF: 1.6688 bohr^-1
divalent sphere diameter: 4.4413 bohr
S peak: q*sigma 6.8148, q 1.5344 bohr^-1
node of w: 1.2083 bohr^-1
divalent integrand: q/2kF, S, w (hartree bohr^3), y^3 S w^2 (a.u.)
  0.25  0.0329  -17.7305  0.1614
  0.50  0.0779  -7.0507  0.4841
  0.75  0.5083  0.5896  0.0745
  0.90  2.4219  3.1715  17.7586
  0.99  1.8116  4.1684  30.5420
resistivity unit: 21.7398 microohm cm per a.u.
divalent resistivity: 1.9087 a.u. = 41.50 microohm cm
divalent relaxation time: 26.70 a.u.
divalent kF * mean free path: 18.59
monovalent kF: 0.4798 bohr^-1
monovalent resistivity: 0.2983 a.u. = 6.48 microohm cm
monovalent kF * mean free path: 206.89
packing at 1000 K, fixed volume: 0.4256
S(0) at 800 K, 1000 K: 0.0253, 0.0318
S at 800 K peak position, 800 K, 1000 K: 2.5140, 2.2576
S falls on heating for q from 1.378 to 1.646 bohr^-1
valence, 2kF/q_peak, dln(rho)/dln(T) at fixed volume, constant w
  1  0.8632  +0.5242
  2  1.0876  -0.2133
  3  1.2450  -0.0136
  4  1.3703  +0.0707
dln(rho)/dln(T) at fixed volume, full form factor:
  monovalent +0.8826, divalent -0.2188
  divalent parts: rising S +0.0507, falling S -0.2694
divalent slope at fixed volume: -2.734 1e-4/K
divalent resistivity at 1000 K, fixed volume: 39.59 microohm cm
dln(rho)/dln(n) at fixed T: monovalent -5.8400, divalent +2.7298
dln(rho)/dln(T) at fixed pressure: monovalent +1.3498, divalent -0.4371
divalent slope at fixed pressure: -5.464 1e-4/K
divalent, node on peak: rc 1.0237 bohr, dln(rho)/dln(T) +0.5539
divalent, fixed-volume slope vanishes at rc 1.1658 bohr
all assertions hold
```
